# Dielectric Loss in a Resonator: Filling Factor Times Loss Tangent: verification in Python

```python
"""Dielectric loss in a resonator: 1/Q = F * tan(delta).
F = (electric energy in the dielectric) / (electric energy everywhere).
Time factor exp(+i w t); permittivity eps*(1 - i tan(delta)); the mode has a
complex frequency w = w' + i w'' and 1/Q = 2 w''/w'.
Test bed: rectangular cavity, width A, height B, length L (all in mm), with a
sheet of thickness T across the middle of the length. The field is
E_y = sin(pi x/A) f(z). The wavenumber k = w/c is in 1/mm.
The complex frequency comes from the boundary conditions of the lossy cavity;
F comes from integrals over the field of the lossless one.
"""
import cmath
import math
import numpy as np
from scipy.constants import c, mu_0, epsilon_0
from scipy.optimize import brentq

A, B, L, T = 23.0, 10.0, 23.0, 0.5
EPS, TAND = 10.0, 3e-4
RHO = 1.7e-8            # ohm m, rough value for copper at room temperature
RHO_SLOPE = 0.004       # 1/K, rough relative rise of copper resistivity
WARMING = 10.0          # K
GAP = 0.010             # mm, air gap between sheet and top wall
COUPLING = 0.01         # power lost to the ports / power lost inside
H, S = (L - T) / 2, T / 2
KX = math.pi / A
NODES, WEIGHTS = np.polynomial.legendre.leggauss(60)


def secular(k, eps_sheet, eps_out=1.0):
    """Zero when f and f' are continuous at the sheet (even mode)."""
    k_out = cmath.sqrt(eps_out * k * k - KX**2)
    k_in = cmath.sqrt(eps_sheet * k * k - KX**2)
    return (cmath.cos(k_out * H) * cmath.cos(k_in * S)
            - k_in * cmath.sin(k_in * S) * cmath.sin(k_out * H) / k_out)


def lossless_root(eps_sheet):
    top = 1.01 * math.hypot(KX, math.pi / L)
    return brentq(lambda k: secular(k, eps_sheet).real, 0.5 * KX, top,
                  xtol=1e-15, rtol=1e-14)


def complex_root(func, guess):
    """Secant search in the complex plane."""
    x0, x1 = complex(guess), guess * (1 + 1e-4j)
    f0, f1 = func(x0), func(x1)
    for _ in range(80):
        if f1 == f0 or f1 == 0:
            return x1
        x2 = x1 - f1 * (x1 - x0) / (f1 - f0)
        x0, f0, x1 = x1, f1, x2
        f1 = func(x1)
        if abs(x1 - x0) < 1e-14 * abs(x1):
            return x1
    raise RuntimeError("secant search did not converge")


def inverse_q(k):
    return 2 * k.imag / k.real


def field_integrals(k, eps_sheet):
    """Integrals over z of |f|^2 (air), |f|^2 (sheet), |f'|^2 (all); f'(0)=1."""
    k_out = cmath.sqrt(k * k - KX**2)
    k_in = cmath.sqrt(eps_sheet * k * k - KX**2)
    z, y = H * (NODES + 1) / 2, S * (NODES + 1) / 2
    amp = cmath.sin(k_out * H) / k_out / cmath.cos(k_in * S)
    air = H * np.sum(WEIGHTS * abs(np.sin(k_out * z) / k_out)**2)
    sheet = S * np.sum(WEIGHTS * abs(amp * np.cos(k_in * y))**2)
    grad = (H * np.sum(WEIGHTS * abs(np.cos(k_out * z))**2)
            + S * np.sum(WEIGHTS * abs(amp * k_in * np.sin(k_in * y))**2))
    return air, sheet, grad


def filling(k, eps_sheet):
    air, sheet, _ = field_integrals(k, eps_sheet)
    eps_real = complex(eps_sheet).real
    return eps_real * sheet / (air + eps_real * sheet)


def surface_resistance(k, rho):
    return math.sqrt(k * 1e3 * c * mu_0 * rho / 2)


ETA = math.sqrt(mu_0 / epsilon_0)


def wall_loss(k, eps_sheet, rho=RHO):
    """1/Q of the metal walls from the surface currents of the mode."""
    air, sheet, grad = field_integrals(k, eps_sheet)
    f2 = air + sheet
    ends = A * B
    sides = 2 * B * KX**2 * f2
    floor_and_roof = A * (grad + KX**2 * f2)
    energy = A * B * (air + eps_sheet * sheet)
    return (2 * surface_resistance(k, rho) * (ends + sides + floor_and_roof)
            / (ETA * k**3 * energy))


# Work per cycle from the area of the E-D loop
phase = np.linspace(0, 2 * np.pi, 4001)
e_t = np.cos(phase)
d_t = np.real(EPS * (1 - 0.2j) * np.exp(1j * phase))
loop = np.sum((e_t[1:] + e_t[:-1]) / 2 * np.diff(d_t))
assert abs(loop / (math.pi * EPS * 0.2) - 1) < 1e-5

# Lossless mode: electric and magnetic energy are equal
k_r = lossless_root(EPS)
air, sheet, grad = field_integrals(k_r, EPS)
electric = air + EPS * sheet
magnetic = (grad + KX**2 * (air + sheet)) / k_r**2
assert abs(magnetic / electric - 1) < 1e-10
F = filling(k_r, EPS)

# Closed integrals, scaled to f = 1 in the middle of the sheet
k0 = cmath.sqrt(k_r**2 - KX**2)
k1 = math.sqrt(EPS * k_r**2 - KX**2)
edge = math.cos(k1 * S)
air_closed = (edge**2 / cmath.sin(k0 * H)**2
              * (H - cmath.sin(2 * k0 * H) / (2 * k0))).real
sheet_closed = S + math.sin(k1 * T) / (2 * k1)
F_closed = EPS * sheet_closed / (air_closed + EPS * sheet_closed)
assert abs(F_closed / F - 1) < 1e-10


def lossy_root(tand, slope=0.0):
    """Sheet permittivity varies as (frequency)**slope near resonance."""
    def func(k):
        return secular(k, EPS * (1 - 1j * tand) * (k / k_r)**slope)
    return complex_root(func, k_r)


# Main result against the complex frequency
invq_exact = inverse_q(lossy_root(TAND))
invq_formula = F * TAND
assert abs(invq_exact / invq_formula - 1) < 1e-6

# Exact relation with the field of the strongly lossy mode
BIG = 0.3
k_big = lossy_root(BIG)
F_big = filling(k_big, EPS * (1 - 1j * BIG))
invq_big = inverse_q(k_big)
invq_identity = 2 * math.tan(0.5 * math.atan(F_big * BIG))
assert abs(invq_big / invq_identity - 1) < 1e-9
assert abs(F_big / F - 1) > 1e-5

# Both the field change and the error of the formula are even in tan(delta)
err, shift = {}, {}
for t in (0.05, 0.1):
    k_t = lossy_root(t)
    err[t] = inverse_q(k_t) / (F * t) - 1
    shift[t] = filling(k_t, EPS * (1 - 1j * t)) / F - 1
assert abs(err[0.1] / err[0.05] - 4) < 0.2
assert abs(shift[0.1] / shift[0.05] - 4) < 0.2

# Filling factor from the tuning of the resonance
step = 1e-4
F_tuning = -(math.log(lossless_root(EPS * math.exp(step)))
             - math.log(lossless_root(EPS * math.exp(-step)))) / step
assert abs(F_tuning / F - 1) < 1e-6

# Two lossy media add
t_out = 2e-4
k_two = complex_root(lambda k: secular(k, EPS * (1 - 1j * TAND),
                                       1 - 1j * t_out), k_r)
assert abs(inverse_q(k_two) / (F * TAND + (1 - F) * t_out) - 1) < 1e-6

# Frequency-dependent permittivity changes the stored energy
SLOPE = 0.5
invq_disp = inverse_q(lossy_root(TAND, SLOPE))
invq_disp_formula = F * TAND / (1 + F * SLOPE / 2)
assert abs(invq_disp / invq_disp_formula - 1) < 1e-5
assert abs(invq_disp / (F * TAND) - 1) > 0.02
invq_neg = inverse_q(lossy_root(TAND, -0.2))
assert abs(invq_neg / (F * TAND / (1 - 0.1 * F)) - 1) < 1e-5

# Field normal to the interface: filled cavity with a thin gap under the roof
beta2 = KX**2 + (math.pi / L)**2


def gap_secular(k):
    eps_c = EPS * (1 - 1j * TAND)
    q1 = cmath.sqrt(eps_c * k * k - beta2)
    q2 = cmath.sqrt(k * k - beta2)
    return q1 * cmath.tan(q1 * (B - GAP)) / eps_c + q2 * cmath.tan(q2 * GAP)


def series_eps(eps_c):
    return 1 / ((1 - GAP / B) / eps_c + GAP / B)


k_gap = complex_root(gap_secular, math.sqrt(beta2 / series_eps(EPS)))
F_gap_wave = inverse_q(k_gap) / TAND
F_gap = ((B - GAP) / EPS) / ((B - GAP) / EPS + GAP)
# tolerance: next order in the gap width is a few per cent of the gap effect
assert abs((1 - F_gap_wave) / (1 - F_gap) - 1) < 0.05

# Wall loss against the closed result for the empty cavity
k_e = lossless_root(1.0)
assert abs(k_e / math.sqrt(beta2) - 1) < 1e-10
wall_empty = wall_loss(k_e, 1.0)
q_closed = ((k_e * A * L)**3 * B * ETA
            / (2 * math.pi**2 * surface_resistance(k_e, RHO))
            / (2 * A**3 * B + 2 * B * L**3 + A**3 * L + A * L**3))
assert abs(wall_empty * q_closed - 1) < 1e-9

# Sizes of the neglected effects
wall = wall_loss(k_r, EPS)
total = invq_formula + wall
wall_warm = wall_loss(k_r, EPS, RHO * (1 + RHO_SLOPE * WARMING))
k_air = complex_root(lambda k: secular(k, series_eps(EPS * (1 - 1j * TAND))),
                     k_r)
gap_change = inverse_q(k_air) / invq_formula - 1
n_power = 2 * math.atan(TAND) / math.pi
causal_change = 1 / (1 - F * n_power / 2) - 1
second_order = err[0.05] / 0.05**2 * TAND**2
to_ghz = c * 1e3 / (2 * math.pi) / 1e9

print(f"cavity width, height, length: {A}, {B}, {L} mm")
print(f"sheet thickness: {T} mm; air length each side: {H} mm")
print(f"sheet permittivity: {EPS}; loss tangent: {TAND:.1e}")
print(f"empty-cavity frequency: {k_e * to_ghz:.4f} GHz")
print(f"loaded-cavity frequency: {k_r * to_ghz:.4f} GHz")
print(f"wavenumber k = w/c, loaded: {k_r:.6f} 1/mm")
print(f"k0 squared (air): {(k0**2).real:.6f} 1/mm^2")
print(f"k0 (air): {k0.real:.6f} + {k0.imag:.6f} i 1/mm")
print(f"k1 (sheet): {k1:.6f} 1/mm")
print(f"integral f^2 in air (f=1 mid-sheet): {air_closed:.5f} mm")
print(f"integral f^2 in sheet: {sheet_closed:.5f} mm")
print(f"magnetic/electric energy, lossless: {magnetic / electric:.10f}")
print(f"filling factor F: {F:.6f}")
print(f"F from frequency tuning: {F_tuning:.6f}")
print(f"volume fraction of sheet: {T / L:.6f}")
print(f"1/Q dielectric, F tan(delta): {invq_formula:.6e}")
print(f"1/Q dielectric, complex frequency: {invq_exact:.6e}")
print(f"Q dielectric: {1 / invq_formula:.1f}")
print(f"large-loss test, tan(delta): {BIG}")
print(f"  F of lossless field, of lossy field: {F:.6f}, {F_big:.6f}")
print(f"  1/Q complex frequency: {invq_big:.8f}")
print(f"  1/Q exact identity: {invq_identity:.8f}")
print(f"  1/Q first-order formula: {F * BIG:.8f}")
print(f"formula error at tan(delta)=0.05: {100 * err[0.05]:.5f} %")
print(f"formula error at tan(delta)=0.1: {100 * err[0.1]:.5f} %")
print(f"dispersion test, slope s: {SLOPE}")
print(f"  1/Q complex frequency: {invq_disp:.6e}")
print(f"  1/Q with corrected energy: {invq_disp_formula:.6e}")
print(f"filled cavity with gap, F series formula: {F_gap:.6f}")
print(f"filled cavity with gap, F full wave: {F_gap_wave:.6f}")
print(f"copper resistivity (rough): {RHO:.1e} ohm m")
print(f"surface resistance, loaded: {surface_resistance(k_r, RHO):.5f} ohm")
print(f"1/Q walls, loaded: {wall:.4e}; Q walls: {1 / wall:.0f}")
print(f"1/Q walls, empty: {wall_empty:.4e}; Q: {1 / wall_empty:.0f}")
print(f"total unloaded Q (sheet and walls): {1 / total:.0f}")
print(f"tan(delta) inferred, walls ignored: {total / F:.4e}")
print("tan(delta) inferred, empty-cavity walls subtracted: "
      f"{(total - wall_empty) / F:.4e}")
print(f"air gap: {1000 * GAP:.0f} um; change of dielectric 1/Q: "
      f"{100 * gap_change:.3f} %")
print(f"copper warming: {WARMING:.0f} K at {RHO_SLOPE} 1/K; error of "
      f"tan(delta): {100 * (wall_warm - wall) / invq_formula:.3f} %")
print(f"port coupling: {COUPLING}; error of tan(delta): "
      f"{100 * COUPLING * total / invq_formula:.3f} %")
print(f"causal exponent n: {n_power:.4e}; change of 1/Q: "
      f"{100 * causal_change:.5f} %")
print(f"higher order in tan(delta), change of 1/Q: "
      f"{100 * second_order:.2e} %")
print("tests ok")
```

It prints:

```
cavity width, height, length: 23.0, 10.0, 23.0 mm
sheet thickness: 0.5 mm; air length each side: 11.25 mm
sheet permittivity: 10.0; loss tangent: 3.0e-04
empty-cavity frequency: 9.2168 GHz
loaded-cavity frequency: 7.6683 GHz
wavenumber k = w/c, loaded: 0.160715 1/mm
k0 squared (air): 0.007172 1/mm^2
k0 (air): 0.084690 + 0.000000 i 1/mm
k1 (sheet): 0.489528 1/mm
integral f^2 in air (f=1 mid-sheet): 8.41425 mm
integral f^2 in sheet: 0.49751 mm
magnetic/electric energy, lossless: 1.0000000000
filling factor F: 0.371572
F from frequency tuning: 0.371572
volume fraction of sheet: 0.021739
1/Q dielectric, F tan(delta): 1.114716e-04
1/Q dielectric, complex frequency: 1.114716e-04
Q dielectric: 8970.9
large-loss test, tan(delta): 0.3
  F of lossless field, of lossy field: 0.371572, 0.373094
  1/Q complex frequency: 0.11157989
  1/Q exact identity: 0.11157989
  1/Q first-order formula: 0.11147158
formula error at tan(delta)=0.05: 0.00282 %
formula error at tan(delta)=0.1: 0.01124 %
dispersion test, slope s: 0.5
  1/Q complex frequency: 1.019968e-04
  1/Q with corrected energy: 1.019968e-04
filled cavity with gap, F series formula: 0.990089
filled cavity with gap, F full wave: 0.990307
copper resistivity (rough): 1.7e-08 ohm m
surface resistance, loaded: 0.02269 ohm
1/Q walls, loaded: 1.2931e-04; Q walls: 7733
1/Q walls, empty: 1.2779e-04; Q: 7825
total unloaded Q (sheet and walls): 4153
tan(delta) inferred, walls ignored: 6.4801e-04
tan(delta) inferred, empty-cavity walls subtracted: 3.0410e-04
air gap: 10 um; change of dielectric 1/Q: -1.656 %
copper warming: 10 K at 0.004 1/K; error of tan(delta): 2.297 %
port coupling: 0.01; error of tan(delta): 2.160 %
causal exponent n: 1.9099e-04; change of 1/Q: 0.00355 %
higher order in tan(delta), change of 1/Q: 1.02e-07 %
tests ok
```
